\section*{The Tamm-Dancoff approximation near a triplet instability in stretched H2}

\section{Definitions and conventions}

The reference is a closed-shell determinant with real orbitals. For H$_2$ it has one occupied orbital $\phi_0$, holding both spins, and empty orbitals $\phi_a$. Orbital energies are $\varepsilon_p$, and
\begin{equation}
(pq|rs)=\iint \frac{\phi_p(1)\phi_q(1)\,\phi_r(2)\phi_s(2)}{r_{12}}\,d1\,d2 .
\end{equation}
Energies are in hartree and lengths in bohr. The bond length is $R$, and $E_0$ is the restricted Hartree-Fock (RHF) energy.

Triplet excitations are described by two real symmetric matrices $A$ and $B$. Full linear response solves
\begin{equation}
AX+BY=\omega X,\qquad BX+AY=-\omega Y .
\label{eq:resp}
\end{equation}
The Tamm-Dancoff approximation (TDA) sets $B=0$, so its energies are the eigenvalues of $A$. The lowest roots are called $\omega_{\rm full}$ and $\omega_{\rm TDA}$. The standard of comparison, $\omega_{\rm FCI}$, is the gap between the lowest triplet and the singlet ground state when all two-electron configurations in the basis are included (full configuration interaction, FCI). It still lacks whatever the finite basis cannot represent.

Let $\lambda$ be the lowest eigenvalue of $A+B$. A triplet instability is a bond length $R_c$ at which $\lambda$ passes through zero. I assume that $\lambda$ is non-degenerate, that it crosses linearly, and that $A-B$ is positive definite there.

\section{Where $A$ and $B$ come from}

Give the two spins opposite orbital changes: spin up occupies $\phi_0+\zeta$ and spin down $\phi_0-\zeta$, with $\zeta=\sum_a z_a\phi_a$ and small complex $z_a$. The product of the two orbitals is
\begin{equation}
|00\rangle+\big(|\zeta0\rangle-|0\zeta\rangle\big)-|\zeta\zeta\rangle .
\end{equation}
The bracket is antisymmetric in space, hence a triplet. It equals $\sqrt2\sum_a z_a|T_a\rangle$ with normalized $|T_a\rangle=(|a0\rangle-|0a\rangle)/\sqrt2$, and it does not couple to the symmetric $|00\rangle$. To second order the energy change is therefore
\begin{equation}
E-E_0=2z^\dagger A z+z^{T}Bz+z^\dagger Bz^* ,
\label{eq:E2}
\end{equation}
where $A_{ab}=\langle T_a|H|T_b\rangle-E_0\delta_{ab}$. The matrix $B_{ab}=-\langle00|H|ab\rangle=-(0a|0b)$ takes its sign from $-|\zeta\zeta\rangle$.

With the one-electron Hamiltonian $h$, the first matrix is
\begin{equation}
A_{ab}=h_{ab}+(00|ab)-(0a|0b)-\big[h_{00}+(00|00)\big]\delta_{ab}.
\end{equation}
The Fock equations say $h_{ab}+2(00|ab)-(0a|0b)=\varepsilon_a\delta_{ab}$ and $h_{00}+(00|00)=\varepsilon_0$. Hence
\begin{equation}
A_{ab}=(\varepsilon_a-\varepsilon_0)\delta_{ab}-(00|ab),\qquad B_{ab}=-(0a|0b).
\end{equation}
So $A$ is the triplet Hamiltonian among single excitations, measured from $E_0$, while $B$ couples the reference to double excitations.

The motion follows from the time-dependent variational principle. Up to a total time derivative, the Lagrangian $i\langle\Phi|\dot\Phi\rangle-E$ is $2iz^\dagger\dot z-(E-E_0)$, the factor 2 counting the two spins. Varying $z^*$ gives
\begin{equation}
i\dot z=Az+Bz^* .
\label{eq:eom}
\end{equation}
Insert $z=Xe^{-i\omega t}+Ye^{i\omega t}$ with real $X,Y$. The terms in $e^{-i\omega t}$ give $\omega X=AX+BY$, and those in $e^{i\omega t}$ give $-\omega Y=AY+BX$, which is Eq.~\eqref{eq:resp}.

A full-response root is thus a frequency of small oscillation about the closed-shell determinant. For a real displacement $z=\theta v$, Eq.~\eqref{eq:E2} gives $2\theta^2v^T(A+B)v$; for $z=i\theta v$ it gives $2\theta^2v^T(A-B)v$. The spring for real spin polarization is $A+B$, and it goes slack at $R_c$.

\section{The full root: a square root at the instability}

Adding and subtracting the two parts of Eq.~\eqref{eq:resp} gives
\begin{align}
(A+B)(X+Y)&=\omega(X-Y),\\
(A-B)(X-Y)&=\omega(X+Y).
\end{align}
Write $Z=X+Y$ and $M=A-B$. Multiplying the first line by $M$ and using the second gives $M(A+B)Z=\omega^2Z$, or
\begin{equation}
(A+B)Z=\omega^2M^{-1}Z .
\label{eq:gen}
\end{equation}
Because $M$ is positive definite, $\omega^2$ is real, and its lowest value has the sign of $\lambda$.

Let $u$ be the unit eigenvector of $A+B$ belonging to $\lambda$. Multiplying Eq.~\eqref{eq:gen} from the left by $u^T$ gives
\begin{equation}
\omega^2=\lambda\,\frac{u^TZ}{u^TM^{-1}Z}.
\end{equation}
At $R_c$ the lowest solution is $\omega^2=0$ with $Z=u$. Near $R_c$, $Z$ differs little from $u$, and $\lambda\simeq c\,(R_c-R)$ with $c=-d\lambda/dR>0$. To leading order,
\begin{equation}
\omega_{\rm full}\simeq\sqrt{\kappa\,(R_c-R)},\qquad \kappa=\frac{c}{u^TM^{-1}u}.
\label{eq:sqrt}
\end{equation}
The slope, $-\tfrac12\sqrt{\kappa/(R_c-R)}$, diverges. Beyond $R_c$ the root is imaginary: a small spin polarization grows instead of oscillating. Nothing in this argument refers to the true triplet gap, which need not be small.

\section{The TDA root: finite, and above the full root}

Since $A=\tfrac12[(A+B)+(A-B)]$, and the lowest eigenvalue of a sum is at least the sum of the lowest eigenvalues,
\begin{equation}
\omega_{\rm TDA}\ge\tfrac12\big[\lambda+\lambda_{\min}(A-B)\big].
\label{eq:bound}
\end{equation}
At $R_c$ the right side is $\tfrac12\lambda_{\min}(A-B)>0$. The TDA root cannot vanish there.

The order of the two roots on the stable side, where both $A+B$ and $A-B$ are positive definite, follows from Eq.~\eqref{eq:gen}, whose lowest root minimizes $Z^T(A+B)Z/Z^TM^{-1}Z$. Take as trial the unit vector $x$ with $Ax=\omega_{\rm TDA}x$, and set $p=x^T(A+B)x$ and $m=x^TMx$, so that $p+m=2\omega_{\rm TDA}$. The Cauchy-Schwarz inequality for $M^{1/2}x$ and $M^{-1/2}x$ gives $1\le m\,x^TM^{-1}x$. Therefore
\begin{equation}
\omega_{\rm full}^2\le\frac{p}{x^TM^{-1}x}\le pm\le\Big(\frac{p+m}{2}\Big)^2=\omega_{\rm TDA}^2 .
\end{equation}

This ordering alone does not make TDA better. When the two roots differ, TDA is closer to the true gap if and only if
\begin{equation}
\omega_{\rm true}>\tfrac12(\omega_{\rm full}+\omega_{\rm TDA}).
\label{eq:crit}
\end{equation}
At $R_c$ this requires only $\omega_{\rm true}>\tfrac12\omega_{\rm TDA}$. The requirement is mild, but it is a condition on the molecule.

\section{Minimal basis: each contribution by itself}

With one empty orbital $\phi_1$, write $J_{pq}=(pp|qq)$ and $K=(01|01)$. Now $A$ is a number and $B=-K$, so
\begin{equation}
\omega_{\rm TDA}=A,\qquad \omega_{\rm full}=\sqrt{(A-K)(A+K)}=\sqrt{A^2-K^2}.
\end{equation}
The instability is at $A=K$, where TDA gives $K$ and full response gives zero.

There is a single triplet configuration, so its energy is $E_T=E_0+A$ without further correction. The singlet ground state mixes $|00\rangle$ with $|11\rangle$ and lies below $E_0$ by $|E_c|$, where $E_c<0$ is the correlation energy. Hence
\begin{equation}
\omega_{\rm FCI}=A+|E_c|,\qquad \omega_{\rm full}<\omega_{\rm TDA}<\omega_{\rm FCI}\quad(R<R_c).
\end{equation}
In this model TDA is the better of the two at every stable bond length. Its error is the missing ground-state correlation. Full response has that error and a second one, $A-\sqrt{A^2-K^2}$, of the same sign.

For H$_2$ in the STO-3G basis, solving $A=K$ numerically gives $R_c=2.180$. At $R=2.000$, $A=0.2742$ and $K=0.2005$, so
\begin{equation}
\omega_{\rm full}=\sqrt{0.07519-0.04021}=0.187 .
\end{equation}
The FCI gap is $0.2742+0.0393=0.3135$. The errors relative to FCI separate as follows.

\begin{center}
\begin{tabular}{cccc}
$R$ & missing $|E_c|$ & effect of $B$ & total, full\\
1.400 & $-0.021$ & $-0.029$ & $-0.049$\\
2.000 & $-0.039$ & $-0.087$ & $-0.127$\\
2.170 & $-0.047$ & $-0.170$ & $-0.217$
\end{tabular}
\end{center}

The second column is the whole TDA error. It slightly more than doubles over the table, while the effect of $B$, already the larger of the two at $R=1.400$, grows about sixfold.

\section{Why including $B$ moves the gap the wrong way}

$B$ represents a real process, the mixing of double excitations into the ground state, yet in the minimal basis it lowers a gap that correlation raises. Equation~\eqref{eq:eom} is also the equation of motion of an oscillator with boson operators $b,b^\dagger$ and
\begin{equation}
H_{\rm osc}=A\,b^\dagger b+\tfrac12B\,(b^\dagger b^\dagger+bb),
\end{equation}
because $[b,H_{\rm osc}]=Ab+Bb^\dagger$. Treat $B$ to second order. The state with no quanta couples to two quanta with matrix element $\sqrt2\,B/2$, and the state with one quantum couples to three with $\sqrt6\,B/2$. Both denominators are $2A$, so
\begin{equation}
\Delta E_{0}=-\frac{B^2}{4A},\qquad \Delta E_{1}=-\frac{3B^2}{4A},\qquad \Delta E_{1}-\Delta E_{0}=-\frac{B^2}{2A}.
\end{equation}
This is the leading term of $\sqrt{A^2-B^2}-A$. The gap falls because the excited state is lowered three times as much as the ground state. But two electrons cannot supply three quanta, and in the minimal basis the real triplet has no lowering at all. Full response credits it with correlation it does not have.

The oscillator also misprices the double excitation. From
\begin{align}
A&=h_{11}-h_{00}+J_{01}-K-J_{00},\\
E_{11}-E_0&=2(h_{11}-h_{00})+J_{11}-J_{00},
\end{align}
where $E_{11}$ is the energy of $|11\rangle$, subtraction of $2A$ gives
\begin{equation}
E_{11}-E_0=2A+W,\qquad W=J_{00}+J_{11}-2J_{01}+2K .
\end{equation}
The combination $J_{00}+J_{11}-2J_{01}$ is the Coulomb self-repulsion of $\phi_0^2-\phi_1^2$ and $K$ is that of $\phi_0\phi_1$, so $W>0$. At $R=2.170$, $2A=0.421$ and $W=0.443$: the real double excitation costs about twice what the oscillator assumes. The coupling differs too, $K/\sqrt2$ in the oscillator against $K$ in the molecule, so the two differences nearly cancel in the second-order lowering of the ground state: $K^2/4A=0.051$ against $|E_c|=0.047$.

The amplitudes show how far the response equations have strayed. The first part of Eq.~\eqref{eq:resp} gives $Y/X=(A-\omega)/K$. At $R=2.170$ this is $(0.2103-0.0402)/0.2064=0.82$, and it tends to 1 at $R_c$. In the FCI ground state, the first row of the two-by-two singlet problem gives a double-excitation amplitude, relative to the reference, of size $|E_c|/K=0.0468/0.2064=0.23$. The ratio $t=Y/X$ solves $Kt^2-2At+K=0$, while the FCI amplitude $s$ solves $Ks^2+(2A+W)s-K=0$. The two equations differ by $W$ and by the relative sign of the quadratic term, and with $W=0$ the second would give 0.41. In the oscillator's ground state the normalized two-quantum amplitude is $t/\sqrt2=0.58$, still far above 0.23. The premise of small fluctuations has failed in the response equations, while the true state is only moderately correlated.

The energy surface gives the same picture without expansion. Rotate the up and down orbitals by $\pm\theta$ and let $x=\sin^2\theta$. The product state is $(1-x)|00\rangle-x|11\rangle$ plus a triplet part of weight $2x(1-x)$. Since $\langle00|H|11\rangle=K$,
\begin{align}
E&=(1-x)^2E_0+x^2E_{11}+2x(1-x)(E_T-K)\nonumber\\
&=E_0+2x(A-K)+x^2(W+2K).
\end{align}
The last coefficient is $E_0+E_{11}-2E_T+2K$, reduced with $E_T=E_0+A$ and $E_{11}=E_0+2A+W$. At $R_c$ the quadratic term in $\theta$ vanishes, but the quartic term does not. Linear response sees only the first.

Beyond $R_c$ the minimum moves to $x=(K-A)/(W+2K)$, a spin-polarized determinant with energy $E_0-(K-A)^2/(W+2K)$. Minimizing over $\theta$ gives a lowering of 0.0060 at $R=R_c+0.2$ and none at $R_c-0.2$. The instability marks where the mean-field reference changes character; it does not mark a degeneracy of the true states.

\section{A larger basis}

In cc-pVTZ many empty orbitals take part, and the triplet also has relaxation and correlation. The TDA error becomes
\begin{equation}
\omega_{\rm TDA}-\omega_{\rm FCI}=\big(E_T^{\rm TDA}-E_T^{\rm FCI}\big)-\big(E_0-E_S^{\rm FCI}\big),
\end{equation}
where $E_T^{\rm TDA}=E_0+\omega_{\rm TDA}$ and $E_S^{\rm FCI}$ is the FCI singlet energy. Both brackets are non-negative by the variational principle, so they partly cancel, and the sign of the total is no longer fixed in advance.

The Hartree-Fock instability is at $R_c=2.2955$. There $c=0.2274$, from a central difference, and Eq.~\eqref{eq:sqrt} gives $\kappa=0.0632$. At $R_c-R=0.01$ the predicted full root is $\sqrt{0.000632}=0.0251$; diagonalizing the response matrix gives 0.0253. Between $R_c-R=0.001$ and $0.004$ the root grows by a factor 2.003, against 2 for a pure square root. At $R_c+0.01$, $\omega^2=-0.00063$.

\begin{center}
\begin{tabular}{cccc}
$R$ & full & TDA & FCI\\
1.400 & 0.353 & 0.369 & 0.393\\
2.000 & 0.157 & 0.206 & 0.241\\
2.1955 & 0.083 & 0.163 & 0.200\\
2.2855 & 0.025 & 0.144 & 0.183\\
2.2945 & 0.008 & 0.142 & 0.182
\end{tabular}
\end{center}

TDA is closer to FCI in every row. Its error stays negative, so missing singlet correlation outweighs the error in the triplet. At $R=2.2855$ the three gaps are 0.69, 3.92 and 4.99 eV: relative to FCI, TDA is low by 1.1 eV and full response by 4.3 eV. The digits belong to this basis: in aug-cc-pVTZ $R_c$ moves to 2.299 (2.298 in cc-pVQZ), the gaps at $R=1.400$ fall by 0.002 to 0.004, and the full root at $R=2.2855$ becomes 0.029, while TDA remains the closer root at these bond lengths. At $R_c$ the lowest eigenvalue of $A-B$ is 0.266, so Eq.~\eqref{eq:bound} guarantees a TDA root of at least 0.133; the computed root is 0.142.

TDA does not repair the reference. At $R=3.223$ its root reaches zero because $E_0$ has risen to the TDA triplet energy, while the FCI gap is still 0.064. That zero is an ordinary level crossing, with no square root, and it lies 0.93 bohr beyond the failure of full response. In aug-cc-pVTZ and cc-pVQZ the zero moves outward by 0.005 to 0.01 bohr.

\section{A semilocal density functional}

In a density-functional calculation with an adiabatic semilocal functional, Eq.~\eqref{eq:E2} still defines $A$ and $B$. A real rotation changes the spin densities by $\pm2\theta\phi_0\phi_v$, where $\phi_v=\sum_av_a\phi_a$. The total density is unchanged to first order, so the Hartree term drops out. With second derivatives $f_{\sigma\sigma'}$ of the exchange-correlation energy, the interaction contributes
\begin{equation}
\tfrac12(2\theta)^2\big(f_{\uparrow\uparrow}+f_{\downarrow\downarrow}-2f_{\uparrow\downarrow}\big)\ \to\ 4\theta^2\,v^TGv,
\end{equation}
where $G_{ab}$ is the integral of $f_{\uparrow\uparrow}-f_{\uparrow\downarrow}$ between $\phi_0\phi_a$ and $\phi_0\phi_b$. An imaginary rotation leaves both densities unchanged to first order and costs orbital energies alone. With $D_{ab}=(\varepsilon_a-\varepsilon_0)\delta_{ab}$,
\begin{equation}
A+B=D+2G,\qquad A-B=D,\qquad A=D+G .
\end{equation}
For a single orbital pair with gap $\Delta$ and coupling $G$, $\omega_{\rm full}=\sqrt{\Delta(\Delta+2G)}$. It vanishes at $G=-\Delta/2$, where TDA gives $\Delta/2$.

The local functional SVWN in cc-pVTZ has its instability at $R_c=3.304$, about one bohr later than Hartree-Fock. At $R=1.400$ the choice matters little: full 0.379, TDA 0.383, FCI 0.393. At intermediate lengths both roots lie above FCI and full response is the closer: at $R=2.5$, full 0.149, TDA 0.163, FCI 0.147, so condition~\eqref{eq:crit} fails there, as it does at $R=2.0$. Near $R=3.0$ the two errors are about equal in size. At $R=3.294$ the roots are 0.011 and 0.068, against 0.058 from FCI. Half the orbital gap is $0.130/2=0.065$, close to the TDA root as the pair model suggests. Here TDA is too high by 0.009 and full response too low by 0.047. Their mean is 0.039, below the FCI gap, so condition~\eqref{eq:crit} holds although the TDA error has changed sign. At $R=6$ the TDA root is $-0.043$, and this reference too has become useless for the gap.

\section{Weighing the choice}

TDA needs products of trial vectors with $A$ alone; full response needs both $A+B$ and $A-B$. With Hartree-Fock exchange both products involve two-electron integrals. With a semilocal functional $A-B$ is diagonal, so full response needs only one costly product per trial vector, as TDA does, and accuracy should weigh more than cost.

The useful diagnostic is $\lambda$. For a single orbital pair the full root is the geometric mean of $\lambda=A+B$ and $A-B$, and the TDA root is their arithmetic mean. When the two numbers of such a pair are comparable, $B$ is a modest correction and the two roots are close. With many orbitals, take $u^T(A-B)u$ as the second number, where $u$ is the soft mode belonging to $\lambda$. Using $u$ as a trial vector shows that, on the stable side, the geometric and arithmetic means are then upper bounds to the full and TDA roots. Comparable numbers no longer guarantee close roots, because these two numbers limit each root only from above; the lower bounds, Eq.~\eqref{eq:bound} and $\omega_{\rm full}^2\ge\lambda\,\lambda_{\min}(A-B)$, involve $\lambda_{\min}(A-B)$ instead. When $\lambda$ is much smaller than the second number, the full triplet root measures the softness of the reference instead of an energy difference, and TDA is preferable provided the gap satisfies condition~\eqref{eq:crit}. Once $\lambda<0$, a positive TDA root is no evidence that the closed-shell reference is sound. The failure belongs to the reference as well as to the molecule: between the two values of $R_c$ found above, the Hartree-Fock reference is unstable while the SVWN reference is still stable. A multiconfigurational ground state removes the dependence on a single determinant.
